# Small-signal circuit of a ferroelectric film and roll-off of negative-capacitance gain

## Definitions and conventions

A ferroelectric film of thickness $t$ and area $A$ lies between two parallel faces. Time is written $\tau$, since $t$ is the thickness. The field $E$ and the polarization $P$ point along the normal, from the top face to the bottom one, so the voltage of the top face relative to the bottom is $v=Et$.

$P$ is the soft polarization, the part that switches. All other dielectric response is fast and linear and is collected in a background permittivity $\varepsilon_b$. The displacement is therefore
$$D=\varepsilon_bE+P ,$$
and the current density into the top face is $dD/d\tau$.

The energy density is
$$u=\tfrac12\alpha P^2+\tfrac14\beta P^4-EP,\qquad \alpha<0,\quad \beta>0 .$$
The Landau-Khalatnikov equation states that $P$ relaxes down the slope of $u$, against a viscosity $\rho$ in Ω m:
$$\rho\frac{dP}{d\tau}=-\frac{\partial u}{\partial P}=E-\alpha P-\beta P^3. \tag{1}$$

Small signals vary as $e^{i\omega\tau}$, and $s=i\omega$. Capital $C$ and $R$ refer to the whole device. Lower-case $c$ is capacitance per area, and $r=\rho t$ is resistance times area.

**Assumptions.** (a) $P$ is uniform over the film. (b) The signal is small enough to keep first-order terms only. (c) $\rho$ and $\varepsilon_b$ do not depend on frequency. (d) Nothing leaks. Assumptions (a), (b) and (d) are examined at the end.

## Theorem

Let $P_0$ be a stationary state and $a=\alpha+3\beta P_0^2$.

**(i) Circuit.** To first order, the current carried by $P$ flows through a resistor and a capacitor in series,
$$R=\frac{\rho t}{A},\qquad C_F=\frac{A}{a\,t}, \tag{2}$$
and the background capacitance $C_b=\varepsilon_bA/t$ lies in parallel with this branch. $C_F$ is negative when $|P_0|<\sqrt{-\alpha/3\beta}$.

**(ii) Gain without background.** Put the film in series with an ordinary capacitor $C_S$, apply the input across both and take the output across $C_S$. If $C_b$ is neglected, $C_F<0$ and $C_S<|C_F|$, the stack is stable, its static gain is $G_0=1/(1-C_S/|C_F|)>1$, and
$$\omega_3=\frac{1}{G_0RC_S},\qquad \omega_u=\frac{\sqrt{1-1/G_0^2}}{RC_S}. \tag{3}$$
At $\omega_3$ the gain has fallen to $G_0/\sqrt2$; at $\omega_u$ it has fallen to one.

**(iii) Gain with background.** Let $k=-at>0$, $c_\Sigma=c_b+c_s$, $N=1-kc_b$ and $D_0=1-kc_\Sigma$. The stack is stable if $D_0>0$, and then
$$G_0=\frac{N}{D_0},\qquad \omega_u=\frac1r\sqrt{k\left(\frac{2}{2c_b+c_s}-k\right)},\qquad \omega_3=\frac{ND_0}{r\sqrt{N^2c_\Sigma^2-2D_0^2c_b^2}}, \tag{4}$$
where $\omega_3$ exists if the last root is real and not zero.

"Roll-off" thus has two meanings. Comparing the two frequencies in (3), $\omega_3<\omega_u$ requires $1/G_0^2<1-1/G_0^2$, that is $G_0>\sqrt2$. For smaller static gain the $-3$ dB point lies where the output is already smaller than the input, and $\omega_u$ is the frequency at which amplification ends.

## Lemma 1: the static curve

*The remanent polarization and the intrinsic coercive field are $P_r=\sqrt{-\alpha/\beta}$ and $E_c=2|\alpha|P_r/(3\sqrt3)$.*

*Proof.* In a static state (1) gives $E=\alpha P+\beta P^3$. Setting $E=0$ with $P\ne0$ gives $P_r^2=-\alpha/\beta$. The curve turns where $dE/dP=\alpha+3\beta P^2=0$, which is $P^2=P_r^2/3$. There $\beta P^2=-\alpha/3$, so
$$E=P(\alpha+\beta P^2)=\tfrac23\alpha P,\qquad |E|=\frac{2|\alpha|P_r}{3\sqrt3}.\qquad\blacksquare$$

Between the turning points, $|P|<P_r/\sqrt3$, the slope $dE/dP=a$ is negative. This is the negative-capacitance range.

## Lemma 2: linear response

*For $P=P_0+p$ and $E=E_0+e$ with small phasors $p$ and $e$,*
$$e=(a+i\omega\rho)\,p. \tag{5}$$

*Proof.* Expanding the restoring field gives
$$\alpha(P_0+p)+\beta(P_0+p)^3=\alpha P_0+\beta P_0^3+(\alpha+3\beta P_0^2)p+3\beta P_0p^2+\beta p^3 .$$
The first two terms equal $E_0$, because $P_0$ is stationary. Dropping the terms in $p^2$ and $p^3$ leaves $\rho\,dp/d\tau=e-ap$, and $dp/d\tau=i\omega p$ gives (5). $\blacksquare$

## Proof of (i)

The current carried by the soft polarization is $i_P=A\,dp/d\tau=i\omega Ap$, and the voltage is $v=et$. Using (5),
$$\frac{v}{i_P}=\frac{t(a+i\omega\rho)}{i\omega A}=\frac{\rho t}{A}+\frac{at}{i\omega A}=R+\frac1{i\omega C_F}.$$
This is a resistor in series with a capacitor, with the values (2). The rest of the current, $i\omega A\varepsilon_be=i\omega(\varepsilon_bA/t)v$, is driven by the same voltage, so it flows in a parallel capacitor $C_b$. $\blacksquare$

The resistor represents a real loss. Multiplying (1) by $dP/d\tau$ shows that viscosity dissipates $\rho(dP/d\tau)^2$ per volume. Over the volume $At$ this is $(\rho t/A)(A\,dP/d\tau)^2=Ri_P^2$.

**When the background may be dropped.** The ratio of the two currents is
$$\frac{i\omega C_bv}{i_P}=i\omega C_b\left(R+\frac1{i\omega C_F}\right)=\varepsilon_b(a+i\omega\rho).$$
The two-element circuit is a good description of the film if $\varepsilon_b|a|\ll1$ and $\omega\rho\varepsilon_b\ll1$. For the static gain of a stack there is a stricter demand: $kc_b$ must be small compared with $1-kc_s$, since $D_0=1-kc_s-kc_b$ stands in the denominator of $G_0$. The unity-gain frequency in (4) also requires $2c_b\ll c_s$.

**Two cases.** At $P_0=0$, $a=\alpha$ and $C_F=-A/(|\alpha|t)$. With the voltage held fixed, $\rho\,dp/d\tau=|\alpha|p$, so any deviation grows with the time constant $\rho/|\alpha|$. A voltage source alone therefore cannot hold the film in this state; a series capacitor can. At $P_0=P_r$, $a=\alpha+3\beta P_r^2=-2\alpha>0$. The resistor is unchanged, but $C_F$ is positive and the stack only divides the voltage.

## Proof of (iii) and (ii)

Per area, the series branch has $c_F=1/(at)=-1/k$, so its impedance is $r-k/s=(rs-k)/s$. The admittance of the film is
$$y_f=s\left[c_b+\frac1{rs-k}\right].$$
With no free charge at the inner interface, the same current flows through film and capacitor: $y_f(v_{in}-v_{out})=sc_sv_{out}$. Solving for the ratio and multiplying above and below by $(rs-k)/s$ gives
$$H(s)=\frac{v_{out}}{v_{in}}=\frac{y_f}{y_f+sc_s}=\frac{1+c_b(rs-k)}{1+c_\Sigma(rs-k)}. \tag{6}$$

*Stability.* The denominator vanishes at $rs-k=-1/c_\Sigma$, so the free motion of the stack is $e^{-\lambda\tau}$ with
$$\lambda=\frac1r\left(\frac1{c_\Sigma}-k\right). \tag{7}$$
It decays if $kc_\Sigma<1$, that is if $c_b+c_s<|c_F|$. At $P_0=0$, $kc_\Sigma=|\alpha|(\varepsilon_b+tc_s)$, so with the series capacitor and the material held fixed the film must be thinner than
$$t_{max}=\frac{1-|\alpha|\varepsilon_b}{|\alpha|c_s}. \tag{8}$$

*Static gain.* At $s=0$, (6) is $N/D_0$. Since $N-D_0=kc_s>0$, it exceeds one.

*The gain falls steadily with frequency.* With $x=\omega r$,
$$|H|^2=\frac{N^2+c_b^2x^2}{D_0^2+c_\Sigma^2x^2}.$$
Its derivative with respect to $x^2$ has the sign of $c_b^2D_0^2-c_\Sigma^2N^2$, which is negative because $c_b<c_\Sigma$ and $0<D_0<N$. Each level is therefore crossed at most once. At high frequency the resistor blocks the soft polarization and $H\to c_b/c_\Sigma<1$, the ordinary divider formed by background and series capacitor.

*Unity gain.* $|H|=1$ requires $N^2-D_0^2=(c_\Sigma^2-c_b^2)x^2$. The factors are
$$N-D_0=kc_s,\quad N+D_0=2-k(2c_b+c_s),\quad c_\Sigma^2-c_b^2=c_s(2c_b+c_s).$$
Hence
$$x^2=\frac{k[2-k(2c_b+c_s)]}{2c_b+c_s}=k\left(\frac2{2c_b+c_s}-k\right).$$
This is positive in a stable stack, because $2c_b+c_s<2c_\Sigma<2/k$ when $c_s>0$.

*The $-3$ dB point.* $|H|^2=N^2/(2D_0^2)$ requires
$$2D_0^2(N^2+c_b^2x^2)=N^2(D_0^2+c_\Sigma^2x^2)\;\Rightarrow\;N^2D_0^2=x^2(N^2c_\Sigma^2-2D_0^2c_b^2).$$
This gives $\omega_3$ in (4). A solution exists if the high-frequency gain $c_b/c_\Sigma$ lies below $G_0/\sqrt2$.

*The limit $c_b=0$.* Now $N=1$, $D_0=1-kc_s=1/G_0$ and $c_\Sigma=c_s$. Then $\omega_3=D_0/(rc_s)$, and
$$\omega_u=\frac1r\sqrt{\frac{2k}{c_s}-k^2}=\frac{\sqrt{1-(1-kc_s)^2}}{rc_s}.$$
Since $rc_s=RC_S$ and $kc_s=C_S/|C_F|$, this is (3). $\blacksquare$

The area cancels from $RC_S=\rho tc_s$, so a smaller device of the same layers is no faster in this model. In the simple case $G_0\omega_3=1/(RC_S)$: at fixed $RC_S$, gain is paid for in bandwidth. As $C_S\to|C_F|$, $G_0$ diverges and $\omega_3\to0$, while $\omega_u\to1/(RC_S)$. As $C_S\to0$, (3) would let $\omega_u$ grow without limit, but the background of a real film can then no longer be neglected: by (4), $\omega_u$ stays below $\sqrt{k(1/c_b-k)}/r$. In this limit $G_0\to1$, so there is hardly any gain to lose.

Equation (4) also gives the effect of the background at fixed $k$, $r$ and $c_s$. Raising $c_b$ lowers $D_0$ and so raises $G_0=1+kc_s/D_0$, but it lowers $\omega_u$.

## Worked example

The stack is 5 nm of ferroelectric on 2 nm of insulator, placed between two metal plates, with no metal between the layers. The output is the voltage across the insulator. The parameters are rough values in the regime of hafnium-zirconium oxide on alumina: $P_r=17$ µC/cm², $E_c=1.2$ MV/cm, relative permittivities 10 (background) and 9 (insulator), and $\rho=10$ Ω cm. The bias state is $P_0=0$ and the device is a square of edge 100 nm.

Lemma 1 gives $|\alpha|=3\sqrt3E_c/(2P_r)=1.834\times10^9$ m/F. With $t=5\times10^{-7}$ cm and $A=10^{-10}$ cm²,
$$R=\frac{10\times5\times10^{-7}}{10^{-10}}\ \Omega=50\ \text{k}\Omega,\qquad C_F=-1.09\ \text{fF}.$$
Per area, in µF/cm², $|c_F|=10.91$, $c_b=1.77$ and $c_s=3.98$. The results below are computed from unrounded values, so the last digit can differ from what the rounded inputs give.

*Without background.* $G_0=1/(1-3.98/10.91)=1.58$ and $RC_S=19.9$ ps. Equation (3) gives
$$\frac{\omega_3}{2\pi}=\frac1{2\pi\times1.58\times19.9\ \text{ps}}=5.1\ \text{GHz},\qquad\frac{\omega_u}{2\pi}=6.2\ \text{GHz}.$$

*With background.* $N=1-1.77/10.91=0.838$ and $D_0=1-5.75/10.91=0.472$, so $G_0=1.77$. With capacitances in µF/cm² the root in $\omega_u$ is
$$\sqrt{\frac1{10.91}\left(\frac2{7.53}-\frac1{10.91}\right)}=0.126\ \text{cm}^2/\mu\text{F}.$$
Division by $r=5\times10^{-6}$ Ω cm² gives $2.5\times10^{10}$ s⁻¹, or 4.0 GHz. The $-3$ dB point is 2.7 GHz.

The background is not a small correction here: $\varepsilon_b|\alpha|=0.16$, and $\omega_u\rho\varepsilon_b=0.22$. The two-element circuit puts the unity-gain frequency about 50 % above the value with background. The background value itself is uncertain, because measured permittivities include the soft part: here the total at $P_r$ is $10+1/(2|\alpha|\varepsilon_0)\approx41$. The results depend strongly on it. A background of 30 gives $G_0=3.5$ and 2.0 GHz, and near 39 the stack becomes unstable.

Integrating the nonlinear equation (1) in time for this stack, with a 1 mV input at the predicted unity-gain frequency, gave a gain of 1.00000. This tests the linearization and the circuit, but not the assumption of uniform $P$.

The free motion (7) decays in 61 ps. By (8), the film could be 11.5 nm thick before a uniform deviation from $P=0$ began to grow. Domains can set in at a smaller thickness, as discussed below.

## Where the result fails

**Viscosity.** Values of $\rho$ inferred from switching scatter by orders of magnitude, and they may describe the motion of domain walls instead of uniform relaxation. With everything else fixed, both frequencies in (4) vary as $1/\rho$: for 1000 Ω cm, $\omega_u/2\pi$ is 40 MHz. The gigahertz figures are thus consequences of the chosen $\rho$, not predictions for a material.

**Signal size and breakdown.** A static input of 0.1 V gives a gain of 1.770 instead of 1.774. At 0.5 V, $P=3.98$ µC/cm², and $a/\alpha=1-3(3.98/17)^2=0.84$. A small signal on top of this bias then sees $kc_b=0.136$ and $kc_\Sigma=0.44$, hence a gain of about 1.55. The insulator field is 4.2 MV/cm, while the film field is $-0.69$ MV/cm, opposed to the applied voltage. Breakdown of thin alumina is very roughly 10 MV/cm. Reaching $P=P_r$, where the film field vanishes, would need $P_r/c_s=4.3$ V (with $c_s=3.98$ µF/cm²) across 2 nm, or 21 MV/cm. The field already reaches 11 MV/cm at the edge of the negative-capacitance range, at an input of 1.6 V. Films as thin as 2 nm can stand more than the rough figure, so breakdown is likely but not certain. In any case 4.3 V exceeds the 3 eV barrier used below, and that barrier model then gives a tunnel current of about $2\times10^4$ A/cm², which discharges the insulator within a nanosecond.

**Leakage.** Let the insulator have a conductance $g_L$ per area, let the interface store the charge that arrives, and short the input. Then $E=-V/t$, with $V$ the output voltage. For slow motion $E=-|\alpha|P$, so $P=V/k$ and $D=(1/k-c_b)V$. Current continuity, $dD/d\tau=c_s\,dV/d\tau+g_LV$, becomes
$$\left(|c_F|-c_b-c_s\right)\frac{dV}{d\tau}=g_LV .$$
The bracket is positive in a stable stack, so $V$ grows. Leakage does more than cut off low frequencies: it drives the film out of its bias state. A tunnelling estimate with a rectangular barrier of 3 eV and a mass of $0.3\,m_e$, which gives the interface as many electron states as a metal and keeps only the exponential factor of the transmission, yields $g_L=5.7$ S/cm². The growth time is $5.15\ \mu\text{F/cm}^2$ divided by this, or 0.91 µs. This is the time in which a small deviation grows by a factor $e$. Starting from deviations in $P$ between 1 and 0.01 µC/cm², the film leaves the negative-capacitance range, and gain is lost, after about three to eight such times. The full transmission of the rectangular barrier, between free-electron metals with Fermi energies of 3 to 10 eV and with $\psi$ and $\psi'/m$ continuous at the interfaces, is larger and shortens the growth time to between 0.23 and 0.35 µs. An interface with fewer states would leak less.

**Temperature.** Let $\alpha\propto T_0-T$ with a rough $T_0=700$ K, all else fixed. Heating from 300 K to 358 K reduces $|\alpha|$ by the factor $342/400$. The gain falls to 1.57 and $\omega_u/2\pi$ to 3.9 GHz.

**Inertia.** Ions of mass $m$, charge $q_i$ and density $n$ add a term $(m/nq_i^2)\,d^2P/d\tau^2$ to the left of (1). For oxygen with roughly $n=3\times10^{28}$ m⁻³ and $q_i=2.5e$, this term at $\omega_u$ is $2\times10^{-6}$ of $|\alpha|P$, which is negligible for the chosen $\rho$. The same numbers show that $\rho=10$ Ω cm corresponds to a damping rate $\rho nq_i^2/m\approx2\times10^{16}$ s⁻¹, about a thousand times the ionic frequency $\sqrt{|\alpha|nq_i^2/m}$, so it is an effective value and not the damping of uniform ionic motion. For much smaller $\rho$ inertia matters and the $1/\rho$ law ends: at 0.01 Ω cm the gain shows a resonance peak, and $\omega_u/2\pi$ is about 3.3 THz instead of 4.0 THz.

**Domains.** This is the most serious limit. Add the gradient energy $\frac12g|\nabla P|^2$ and consider a pattern $p\cos qx$, uniform in depth. Its potential vanishes at both outer faces and has amplitude $\phi$ at the interface. It varies as $\sinh$ of the distance from each face, so continuity of $D$ gives
$$p-\varepsilon_bq\coth(qt)\,\phi=\varepsilon_iq\coth(qd)\,\phi ,$$
with $\varepsilon_i$ and $d$ the permittivity and thickness of the insulator. The mean field in the film is $-\phi/t$, so the pattern obeys $\rho\,dp/d\tau=-Kp$ with
$$K(q)=\alpha+gq^2+\frac1{tq\,[\varepsilon_b\coth(qt)+\varepsilon_i\coth(qd)]}.$$
For $q\to0$, $\coth(qt)\to1/(qt)$ and $K\to1/(tc_\Sigma)-|\alpha|=\rho\lambda$, the stability condition found above. At short wavelength the last term falls as $1/q$, and the gradient energy must replace it. A capacitor that stabilizes the uniform state therefore need not prevent domains.

A calculation that also lets $P$ vary with depth, with equal $g$ in both directions and free surfaces, finds that this stack needs $g\ge1.2\times10^{-9}$ m³/F. At this threshold the softest pattern has a wavelength of 8.1 nm (a coarse grid in $q$ gives 7.85 nm), much less than the device edge. For smaller $g$ the fastest pattern is shorter: 7.6 nm at $10^{-9}$ and 3.8 nm at $10^{-10}$ m³/F, with growth times of about 780 and 80 ps. Rough values for ferroelectrics are $10^{-10}$ to $10^{-9}$ m³/F, and the value for this oxide is uncertain. The example would therefore probably break into domains. Since the gradient and electrostatic terms only add to the stiffness, the growth time is no shorter than $\rho/|\alpha|=55$ ps.

**The real case.** The thicknesses, $P_r$ and $E_c$ are in the range of real hafnium-zirconium oxide stacks, but such films are polycrystalline and usually contain domains, which breaks assumption (a). A coercive field measured on such a film can reflect the switching of domains and need not equal the intrinsic $E_c$ of Lemma 1, so $\alpha$ is uncertain as well. The gain of 1.77 and the 4.0 GHz limit then do not apply. The uniform model does not say how far the gain would fall; it could be lost altogether. These numbers describe a uniform film held near $P=0$ and are not observed performance. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Remanent polarization P_r = 17.0 uC/cm2
Coercive field E_c = 1.20 MV/cm
Viscosity rho = 10.0 ohm cm
Film thickness = 5.0 nm, insulator = 2.0 nm
Relative permittivity: background 10.0, insulator 9.0
Device edge = 100 nm
alpha = -1.8339e+09 m/F
beta = 6.3458e+10 m^5/(F C^2)
Negative-capacitance limit of P = 9.81 uC/cm2
Resistor rho t/A = 50.00 kohm
Landau capacitance C_F = -1.0906 fF
C_F per area = -10.906 uF/cm2
Background capacitance per area = 1.771 uF/cm2
Insulator capacitance per area = 3.984 uF/cm2
eps_b |alpha| = 0.1624
2 pi f_unity rho eps_b = 0.2237
Time rho/|alpha| = 54.53 ps
Time R C_S = 19.92 ps
Without background: dc gain = 1.5757
Without background: -3 dB frequency = 5.070 GHz
Without background: unity-gain frequency = 6.174 GHz
With background: dc gain = 1.7736
With background: -3 dB frequency = 2.694 GHz
With background: unity-gain frequency = 4.021 GHz
With background: high-frequency gain = 0.3077
Simulated nonlinear gain at unity-gain frequency = 1.00000
Decay time of stack = 60.93 ps
Largest stable film thickness = 11.46 nm
Unity-gain frequency if rho = 1000 ohm cm: 40.21 MHz
Static gain for 0.1 V input = 1.7696
At 0.5 V input: P = 3.975 uC/cm2
At 0.5 V input: insulator field = 4.223 MV/cm
At 0.5 V input: film field = -0.689 MV/cm
Tunnel barrier = 3.0 eV, mass = 0.3 m_e
Tunnel conductance per area = 5.679e+00 S/cm2
Leakage drift time = 0.907 us
Leakage drift rate/(2 pi) = 0.1755 MHz
Curie-Weiss temperature = 700 K, hot device = 358 K
Hot device: dc gain = 1.5692
Hot device: unity-gain frequency = 3.858 GHz
Inertia term over |alpha| at unity gain = 1.92e-06
Least gradient coefficient against domains = 1.188e-09 m^3/F
Wavelength of softest domain pattern = 7.85 nm
```
